Latent heat of a first-order Landau ferroelectric at 700 K

A thermal calculation for a ferroelectric element heated through its transition needs a decision: may the material be given a smooth heat capacity, or must the transition have its own heat term? If the latent heat is worth a few hundredths of a kelvin of ordinary heating, it can be dropped. If it is worth several kelvin, a calculation meant to be good to one kelvin must include it. The estimate below gives about 16 MJ/m³, equivalent to roughly 5 K, so here the term stays.

The data are the transition temperature Tc = 700 K, the Curie constant C = 100000 K, and the jump of polarization at the transition, Ps = 0.20 C/m². The 700 K has to be the transition temperature itself.

**The estimate on the back of an envelope**

In the nonpolar phase the dielectric susceptibility follows the Curie–Weiss law, χ = C/(T − T0). A small polarization P then costs the energy density P²/(2ε0χ), where ε0 is the vacuum permittivity:

P²(T − T0)/(2ε0C).

Each kelvin of heating raises this cost by P²/(2ε0C). If the other terms in the free energy do not depend on temperature, this is the entropy density that the crystal gives up by being polarized. Its value is

ΔS = (0.20)²/(2 × 8.854×10⁻¹² × 100000) ≈ 22600 J/(m³ K).

Multiplication by 700 K gives

L ≈ 15.8 MJ/m³.

The argument leaves three questions open. Does the energy released by the higher-order terms matter? Does the unknown temperature T0 matter? And is this the heat that a real heating run would show?

**The model and its coexistence condition**

Take a uniform crystal polarized along one axis, free of stress, with short-circuited electrodes, so that the field E is zero. Its free energy density, measured from that of the nonpolar phase at the same temperature, is

G(P,T) = aP²/2 − bP⁴/4 + cP⁶/6,

a = (T − T0)/(ε0C),

with b and c positive and independent of temperature. This is a mean-field model: fluctuations and domain walls are left out. The field is E = ∂G/∂P. For small P this is E = aP, so χ = P/(ε0E) = 1/(ε0a) = C/(T − T0), which confirms the coefficient a.

At Tc the polar state has the same free energy as the nonpolar one and is stationary. Write a_c for the value of a at Tc. Dividing G = 0 by Ps²/2 and ∂G/∂P = 0 by Ps gives

a_c − bPs²/2 + cPs⁴/3 = 0,

a_c − bPs² + cPs⁴ = 0.

Subtracting the second equation from the first removes a_c:

bPs²/2 − 2cPs⁴/3 = 0, so Ps² = 3b/(4c).

This means cPs⁴ = 3bPs²/4. Putting it into the second equation gives a_c = bPs²/4. The coefficients are therefore

b = 4a_c/Ps², c = 3a_c/Ps⁴.

With these values the free energy at Tc becomes a perfect square times P²:

G(P,Tc) = (a_c/2)P²(1 − P²/Ps²)².

It is nowhere negative and vanishes at P = 0 and P = ±Ps. These are the lowest states, with a barrier between them, so the polarization jumps between 0 and Ps.

The second derivative, a − 3bP² + 5cP⁴, equals a_c at P = 0 and a_c(1 − 12 + 15) = 4a_c at P = Ps. The susceptibility thus drops by a factor of four on entering the polar phase. For a chosen gap Tc − T0 = 40 K it goes from 100000/40 = 2500 to 625.

**The latent heat**

The entropy density of the polar phase, relative to the nonpolar phase, is minus the total temperature derivative of G along the minimum:

S_f = −∂G/∂T − (∂G/∂P)(dP/dT).

The second term vanishes because ∂G/∂P = 0 at the minimum. In the first, only a depends on temperature, so

S_f = −P²/(2ε0C).

The minus sign says that the polar phase is the more ordered one. On heating through Tc the entropy rises by ΔS = 0 − S_f, and the heat absorbed is

L = TcΔS = TcPs²/(2ε0C).

This answers the first two questions. The higher-order terms fix where the jump occurs and how large it is, but within this model they add no entropy of their own. T0 drops out once Ps is given. Numerical minimization of G, followed by differentiation with respect to temperature, gives 15.81 MJ/m³ for a gap of 40 K, and the same value for gaps of 10 K and 100 K with Ps held at 0.20 C/m².

A different limit appears if c is held fixed and b is reduced. Then Ps² = 3b/(4c) goes to zero, and so does L. At b = 0 the transition is continuous and has no latent heat.

**A route through the electric field**

The latent heat can also be found without calculating an entropy from a. In a field the potential to compare is G − EP. Along the equilibrium states of each phase it changes by −S dT − P dE. Two phases that stay in equilibrium must change equally:

−S_f dT − P_f dE = −S_n dT − P_n dE,

where n marks the nonpolar phase. Collecting terms gives

dT/dE = (P_f − P_n)/(S_n − S_f) = ΔP/ΔS.

At zero field ΔP = Ps, so L = TcPs/(dT/dE). Solving the coexistence conditions numerically at fields of ±0.1 kV/cm, following the same polar branch for both signs, gives a slope of 0.885 K per kV/cm, or 8.85×10⁻⁶ K m/V. Hence

L = 700 × 0.20/(8.85×10⁻⁶) ≈ 15.8 MJ/m³,

in agreement with the first route. The slope is positive because a field along P favours the polar phase and keeps it stable to a higher temperature.

**What a heating run would show**

The value L belongs to a transition at equilibrium. A real sample may overshoot. The nonzero stationary states obey a − bP² + cP⁴ = 0, and the polar minimum is the larger root:

P² = [b + √(b² − 4ac)]/(2c).

It survives on heating until the square root vanishes, at a = b²/(4c) = 16a_c²/(12a_c) = 4a_c/3. That is T0 + 4(Tc − T0)/3 = 713.3 K, where P² = b/(2c) = 2Ps²/3. On cooling, the nonpolar phase survives until a = 0, at T0 = 660 K, where the polar state has P² = b/c = 4Ps²/3.

At constant temperature and zero field, the heat of a delayed jump is the difference of enthalpy, H = G + TS. The nonpolar phase has H = 0 by the choice of reference, so the heat absorbed in going from polar to nonpolar is

q = −(G + TS_f) = TP²/(2ε0C) − G(P,T).

At Tc, G = 0 and q = L. At the two limits G follows from b and c, with a_cPs² = 1.81 MJ/m³.

At 713.3 K:

G = a_cPs²(4/9 − 4/9 + 4/27) = 0.27 MJ/m³,

q = 713.3 × (2/3) × 22588 J/m³ − 0.27 MJ/m³ ≈ 10.5 MJ/m³.

At 660 K:

G = a_cPs²(0 − 16/9 + 32/27) = −1.07 MJ/m³,

q = 660 × (4/3) × 22588 J/m³ + 1.07 MJ/m³ ≈ 21 MJ/m³.

The heat released at the cooling limit is thus about twice the heat absorbed at the heating limit. No energy is lost. Between 660 K and 713.3 K the polar phase gradually loses polarization as it is heated, and the missing 10 MJ/m³ or so is absorbed there as extra heat capacity. If the transition takes place at equilibrium, only the part below 700 K is absorbed by the polar phase. Between 660 K and 700 K this is the difference of the two jump heats, 20.9 − 15.8 ≈ 5 MJ/m³. A thermal calculation that starts at 660 K and adds only L to the lattice heat omits this amount, about a third of L. A run that starts colder omits more: in this model about 14 MJ/m³ from 500 K, nearly as much as L itself.

**Temperature-dependent higher terms**

Suppose b and c change with temperature at relative rates r_b and r_c near Tc. Differentiating G then gives two more terms:

ΔS = Ps²/(2ε0C) − r_b bPs⁴/4 + r_c cPs⁶/6.

From the coexistence values, bPs⁴/4 = a_cPs² and cPs⁶/6 = a_cPs²/2. Also a_cPs² = (Tc − T0)Ps²/(ε0C), which is 2(Tc − T0) times the leading term. Therefore

L = [TcPs²/(2ε0C)] × [1 − 2r_b(Tc − T0) + r_c(Tc − T0)].

If b grows in proportion to T, r_b = 1/700 per kelvin and the factor is 1 − 80/700, which gives 14.0 MJ/m³. If c does so instead, the factor is 1 + 40/700 and the result is 16.7 MJ/m³. The correction is modest here because both the gap and the assumed rates are small. A coefficient that varies much faster than in proportion to T can matter even when the gap is only a few per cent of Tc. The leading result can be trusted when the products of the gap with r_b and r_c are small.

**A film held by its substrate**

Let the polarization point out of a film whose two in-plane strains are fixed at u, measured from the unstrained nonpolar crystal. This orientation is assumed, and the results are meant for zero or compressive u; a tensile strain as small as 0.1 % can make an in-plane polarization appear first. A free film would take the in-plane strain Q12P², where Q12 is an electrostrictive constant. The elastic strain is the difference, e = u − Q12P², in both directions. With no stress on the top surface, the in-plane stress is σ = e/(s11 + s12), where s11 and s12 are elastic compliances. Two directions each store σe/2, so the added energy density is

(u − Q12P²)²/(s11 + s12).

The u² term is common to both phases. The P² term, −2uQ12P²/(s11 + s12), is a change of a by −4uQ12/(s11 + s12), which moves T0 by

δT0 = 4uQ12ε0C/(s11 + s12).

The P⁴ term lowers b by 4Q12²/(s11 + s12). If these constants and u do not depend on temperature, the slope of a, and with it C, is unchanged. Unequal thermal expansion of film and substrate makes u drift: a drift of 5×10⁻⁶ per kelvin would change the latent heat found below for u = 0 by about 8 %, upward if u grows on heating and downward if it shrinks.

With the rough values Q12 = −0.026 m⁴/C², s11 = 8×10⁻¹² Pa⁻¹ and s12 = −2.5×10⁻¹² Pa⁻¹, b falls by 11 % of its stress-free value. At fixed c, Ps² falls by the same 11 %. The gap is proportional to a_c = bPs²/4 = 3b²/(16c), so it shrinks from 40 K to about 32 K. With u = 0 the transition moves to 692 K and the latent heat to

15.8 × (692/700) × 0.891 ≈ 13.9 MJ/m³.

A compressive strain of −0.5 % raises the transition to about 775 K and the latent heat to 15.6 MJ/m³. These film values depend on the chosen gap, although the stress-free L does not. With the same stress-free Ps and a gap of 10 K, clamping at u = 0 lowers the latent heat to 8.8 MJ/m³. With a gap of 4 K it makes b negative, and the transition becomes continuous, with no latent heat. If Tc, Ps and C have been measured on the clamped film itself, they already contain these shifts and go straight into the formula for L.

**When the field removes the latent heat**

In a positive field the two coexisting states approach each other as the field grows. They merge where the curve E(P) = aP − bP³ + cP⁵ has zero slope and zero curvature:

a − 3bP² + 5cP⁴ = 0,

−6bP + 20cP³ = 0.

The second equation gives P² = 3b/(10c) = 0.4Ps². The first then gives a = a_c(12 × 0.4 − 15 × 0.16) = 2.4a_c, so the endpoint lies at 660 + 2.4 × 40 = 756 K. The field there is

E = √0.4 Ps a_c(2.4 − 1.6 + 0.48) = 1.28√0.4 a_cPs.

With a_c = 4.52×10⁷ J m/C² this is 0.073 MV/cm. At half this field the transition lies at about 730 K and its latent heat has fallen to 11.8 MJ/m³. Above the endpoint field, heating at constant field takes the polarization down smoothly, and the heat is spread over a range of temperature. A memory capacitor driven at roughly 1 MV/cm is far beyond the endpoint of this model.

**Comparison with lattice heat and with real materials**

For a perovskite cell of about 0.064 nm³, the latent heat is 6.3 meV per cell and the entropy jump is 0.105 kB, where kB is Boltzmann's constant. Five atoms with classical vibrations have a heat capacity of 15kB per cell, or 3.24 MJ/(m³ K). The latent heat therefore equals the heat that warms the lattice by

15.8/3.24 ≈ 4.9 K.

This is the temperature error made by leaving out L alone, for a heat input large enough to complete the transition; a run that stops partway through has a proportionally smaller error. It settles the opening decision for the stress-free crystal at low field. Above the endpoint field, or in a film clamped into a continuous transition, there is no latent heat, and the polar contribution enters as extra heat capacity instead. For a capacitor used at 358 K the question does not arise, since the transition is not crossed. The model's polarization there, 0.31 C/m², is an extrapolation far below Tc.

The parameters are rough values chosen with displacive perovskites such as lead titanate in mind, not a description of one compound. The gap of 40 K in particular is a choice. The usual Landau coefficients for lead titanate give a gap of only about 13 K and a b roughly 15 times smaller than the one used here, and with them clamping at u = 0 makes the transition continuous. They also give a larger jump, about 0.37 C/m², and a stress-free latent heat near 40 MJ/m³. L grows as the square of the jump: a jump of 0.30 C/m² at the same Tc and C would give 2.25 times as much heat. A heating or cooling run may also depart from an equilibrium transition. For the present numbers, a fully delayed jump changes the heat of the jump itself from 16 MJ/m³ to 10.5 MJ/m³ on heating and to 21 MJ/m³ on cooling. The total heat between a fixed starting temperature in the polar phase and a fixed final temperature in the nonpolar phase is the same with or without the delay. With the 40 K gap, clamping a film without misfit strain lowers the latent heat by about 2 MJ/m³.

Hafnia capacitors lie outside this estimate. A permittivity of roughly 35 just above 700 K, together with C = 100000 K, would require a gap of 100000/35 ≈ 2860 K and a T0 near −2160 K. A negative T0 is not a contradiction in itself: it says that the nonpolar phase would remain locally stable down to absolute zero. But the correction 2r_b(Tc − T0), with r_b = 1/700 per kelvin, would then be about 8 instead of 0.11, and the leading term would say nothing reliable about the latent heat. Hafnia needs its own measured Curie constant, if a Curie–Weiss law holds there at all, and a model of its own transition.

The main values are collected in the numerical output below.

Numbers as computed

```
Transition temperature Tc: 700 K
Curie constant C: 1e+05 K
Polarization jump Ps: 0.2 C/m^2
Chosen gap Tc-T0: 40 K
Curie-Weiss temperature T0: 660 K
Vacuum permittivity: 8.8542e-12 F/m
Slope da/dT: 1.129e+06 J m/(C^2 K)
Coefficient a at Tc: 4.518e+07 J m/C^2
Coefficient b: 4.518e+09 J m^5/C^4
Coefficient c: 8.471e+10 J m^9/C^6
Entropy jump: 22588 J/(m^3 K)
Latent heat, formula: 15.81 MJ/m^3
Latent heat, minimized energy: 15.81 MJ/m^3
Latent heat, Clapeyron slope: 15.81 MJ/m^3
Clapeyron slope dT/dE: 0.8854 K per kV/cm
Susceptibility just above Tc: 2500
Susceptibility just below Tc: 625
Assumed cell volume: 0.064 nm^3
Latent heat per cell: 6.32 meV
Entropy jump per cell: 0.105 kB
Classical heat capacity: 3.24 MJ/(m^3 K)
Equivalent lattice temperature change: 4.89 K
Superheating limit: 713.3 K
Heat of jump at superheating limit: 10.5 MJ/m^3
Heat of jump at T0 on cooling: 20.9 MJ/m^3
Latent heat if b grows as T: 14 MJ/m^3
Latent heat if c grows as T: 16.7 MJ/m^3
Rough Q12: -0.026 m^4/C^2
Rough s11: 8e-12 1/Pa
Rough s12: -2.5e-12 1/Pa
Clamping reduction of b: 10.9 %
Clamped film Tc, no misfit: 691.8 K
Clamped film latent heat, no misfit: 13.9 MJ/m^3
Misfit strain: -0.5 %
Clamped film Tc with misfit: 775.5 K
Clamped film latent heat with misfit: 15.6 MJ/m^3
Endpoint temperature: 756 K
Endpoint field: 0.0731 MV/cm
Coexistence T at half endpoint field: 729.5 K
Latent heat at half endpoint field: 11.8 MJ/m^3
Rough memory operating field: 1 MV/cm
Use temperature: 358 K
Model polarization at use temperature: 0.309 C/m^2
Rough hafnia permittivity: 35
T0 implied by hafnia permittivity: -2157 K
```
